# Inelastic cotunnelling current through a metallic island: test program

```python
"""
Inelastic cotunnelling through a metallic island (Averin-Nazarov law):
  I = hbar/(12 pi e^2 R1 R2) (1/E1+1/E2)^2 [(eV)^2+(2 pi kT)^2] V
R1, R2: junction resistances; E1, E2: zero-bias costs of adding and removing
one island electron; V: bias, split as +V/2 and -V/2; T: temperature.
The law is compared with golden-rule sums over discrete electron levels.
Valid for eV, kT << E1, E2 and R1, R2 >> h/e^2, without elastic cotunnelling.
"""
import numpy as np
from scipy.constants import e, hbar, h, k as kB, pi
from scipy.special import expit

R1, R2 = 100e3, 150e3
meV, ueV = 1e-3 * e, 1e-6 * e
E1, E2 = 0.6 * meV, 0.4 * meV
T, V = 0.1, 100e-6
kT = kB * T


def current_law(volt, add=E1, remove=E2):
    pref = hbar / (12 * pi * e**2 * R1 * R2) * (1 / add + 1 / remove)**2
    return pref * ((e * volt)**2 + (2 * pi * kT)**2) * volt


# --- Four fermion orbitals: lead k, island p and p', lead q (energies in meV)
def annihilator(site, sites=4):
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    result = np.eye(1)
    for j in range(sites):
        factor = parity if j < site else lower if j == site else np.eye(2)
        result = np.kron(result, factor)
    return result


c = [annihilator(j) for j in range(4)]
number = [a.T @ a for a in c]
add_m, rem_m, pair_x, hop = 0.6, 0.4, 0.03, 1e-3
island_n = np.diag(number[1] + number[2])
charging = np.where(island_n < 0.5, rem_m, np.where(island_n > 1.5, add_m, 0.))
tunnel = hop * (c[1].T @ c[0] + c[3].T @ c[2])
H = np.diag(charging) + pair_x * (number[1] - number[3]) + tunnel + tunnel.T
two = np.where(np.abs(np.diag(sum(number)) - 2) < 1e-9)[0]
levels_exact = np.linalg.eigvalsh(H[np.ix_(two, two)])
near = np.sort(levels_exact[np.argsort(np.abs(levels_exact))[:2]])
split_exact = near[1] - near[0]
inv_a, inv_b = 1 / (add_m + pair_x), 1 / (rem_m - pair_x)
split_sum = 2 * hop**2 * (inv_a + inv_b)
split_difference = 2 * hop**2 * abs(inv_a - inv_b)
assert abs(split_exact / split_sum - 1) < 1e-3
assert abs(split_exact / split_difference - 1) > 0.5

# --- Explicit sums over equally spaced levels in every electrode
steps = 24                       # bias energy in units of the level spacing
spacing = e * V / steps
half = 150
energy = spacing * np.arange(-half, half + 1)
filled, empty = expit(-energy / kT), expit(energy / kT)
pairs = np.correlate(empty, filled, mode="full")
centre = len(energy) - 1


def pair_function(x):
    return x / -np.expm1(-x / kT)


check = np.array([-40, -15, -3, 2, 10, 40])
assert np.allclose(pairs[centre + check] * spacing,
                   pair_function(check * spacing), rtol=1e-8, atol=0)

# Squared tunnel elements that should produce the chosen resistances
t1sq = hbar * spacing**2 / (2 * pi * e**2 * R1)
t2sq = hbar * spacing**2 / (2 * pi * e**2 * R2)
resistance_sum = []
for tsq in (t1sq, t2sq):
    net = pairs[centre + steps] - pairs[centre - steps]
    resistance_sum.append(V / (e * 2 * pi / hbar * tsq * net / spacing))
assert np.allclose(resistance_sum, [R1, R2], rtol=1e-8)


def one_way_sum(m, add=E1, remove=E2, full=False):
    """Current of transfers releasing m level spacings of bias energy."""
    i = np.arange(-220, 221)
    weight = pairs[centre + i] * pairs[centre + m - i]
    if full:
        u = (i - m / 2) * spacing
        keep = np.abs(u) < 0.7 * min(add, remove)  # leaves out real charging
        u, weight = u[keep], weight[keep]
        amplitude = 1 / (add + u) + 1 / (remove - u)
    else:
        amplitude = 1 / add + 1 / remove
    total = np.sum(weight * amplitude**2)
    return e * 2 * pi / hbar * t1sq * t2sq * total / spacing


def net_sum(m, **options):
    return one_way_sum(m, **options) - one_way_sum(-m, **options)


for m in (1, 6, 12, 24, 48):
    assert abs(net_sum(m) / current_law(m * spacing / e) - 1) < 1e-7
forward, backward = one_way_sum(steps), one_way_sum(-steps)
assert abs(backward / forward / np.exp(-e * V / kT) - 1) < 1e-7


# --- First correction from the excitation energies in the denominators
def correction(volt, add=E1, remove=E2):
    u2 = ((e * volt)**2 + (4 * pi * kT)**2) / 20
    return (3 / add**2 + 3 / remove**2 - 4 / (add * remove)) * u2


big = dict(add=4 * E1, remove=4 * E2)
shift_big = net_sum(steps, full=True, **big) / current_law(V, **big) - 1
assert abs(shift_big / correction(V, **big) - 1) < 0.01
shift = net_sum(steps, full=True) / current_law(V) - 1
assert abs(shift / correction(V) - 1) < 0.15  # next order is still visible


# --- Sequential tunnelling: master equation with three charge states
def sequential(volt):
    mu = np.array([0.5, -0.5]) * e * volt
    g = 1 / (e**2 * np.array([R1, R2]))
    enter, leave = g * pair_function(mu - E1), g * pair_function(E1 - mu)
    remove, refill = g * pair_function(-E2 - mu), g * pair_function(E2 + mu)
    plus, minus = enter.sum() / leave.sum(), remove.sum() / refill.sum()
    flow = enter - remove + minus * refill - plus * leave
    flow = e * flow / (1 + plus + minus)
    return flow[0], -flow[1]


seq_left, seq_right = sequential(V)
assert abs(seq_left / seq_right - 1) < 1e-6
assert 0 < seq_left < 1e-3 * current_law(V)

# --- Worked example
I = current_law(V)
pref = hbar / (12 * pi * e**2 * R1 * R2)
S = 1 / E1 + 1 / E2
cubic = pref * S**2 * (e * V)**2 * V
thermal = pref * S**2 * (2 * pi * kT)**2 * V
G = pi * hbar * kT**2 * S**2 / (3 * e**2 * R1 * R2)
print(f"R1, R2 = {R1/1e3:.0f}, {R2/1e3:.0f} kOhm")
print(f"h/e^2 = {h/e**2/1e3:.3f} kOhm")
print(f"E1, E2 = {E1/meV:.2f}, {E2/meV:.2f} meV")
print(f"total capacitance e^2/(E1+E2) = {e**2/(E1+E2)*1e18:.2f} aF")
print(f"T = {T*1e3:.0f} mK, V = {V*1e6:.0f} uV")
print(f"kT = {kT/ueV:.4f} ueV")
print(f"2 pi kT = {2*pi*kT/ueV:.3f} ueV")
print(f"crossover voltage 2 pi kT/e = {2*pi*kT/e*1e6:.3f} uV")
print(f"1/E1 + 1/E2 = {S*meV:.4f} 1/meV")
print(f"hbar/(12 pi e^2 R1 R2) = {pref:.5e} S")
print(f"bracket (eV)^2+(2 pi kT)^2 = "
      f"{((e*V)**2+(2*pi*kT)**2)/ueV**2:.1f} ueV^2")
print(f"current, law = {I*1e15:.3f} fA")
print(f"  part cubic in V = {cubic*1e15:.3f} fA")
print(f"  part linear in V = {thermal*1e15:.3f} fA")
print(f"current, level sum, constant denominators = "
      f"{net_sum(steps)*1e15:.3f} fA")
print(f"forward current = {forward*1e15:.3f} fA")
print(f"backward current = {backward*1e15:.3e} fA")
print(f"linear conductance G = {G:.4e} S")
print(f"first relative correction, formula = {100*correction(V):.3f} %")
print(f"relative correction, level sum = {100*shift:.3f} %")
print(f"same, E1 and E2 times 4: formula = "
      f"{100*correction(V, **big):.4f} %, sum = {100*shift_big:.4f} %")
print(f"sequential current = {seq_left*1e15:.3e} fA")
print(f"resistances from level sums = {resistance_sum[0]/1e3:.3f}, "
      f"{resistance_sum[1]/1e3:.3f} kOhm")
print(f"four-orbital model: add, remove, x, hop = "
      f"{add_m}, {rem_m}, {pair_x}, {hop} meV")
print(f"  exact splitting = {split_exact*1e6:.4f} neV")
print(f"  amplitudes added = {split_sum*1e6:.4f} neV")
print(f"  amplitudes subtracted = {split_difference*1e6:.4f} neV")
print("V (uV) | law (fA) | level sum with full denominators (fA)")
for m in (6, 12, 24, 48):
    volt = m * spacing / e
    print(f"{volt*1e6:.0f} | {current_law(volt)*1e15:.3f} | "
          f"{net_sum(m, full=True)*1e15:.3f}")
print("tests ok")
```

It prints:

```
R1, R2 = 100, 150 kOhm
h/e^2 = 25.813 kOhm
E1, E2 = 0.60, 0.40 meV
total capacitance e^2/(E1+E2) = 160.22 aF
T = 100 mK, V = 100 uV
kT = 8.6173 ueV
2 pi kT = 54.144 ueV
crossover voltage 2 pi kT/e = 54.144 uV
1/E1 + 1/E2 = 4.1667 1/meV
hbar/(12 pi e^2 R1 R2) = 7.26496e-09 S
bracket (eV)^2+(2 pi kT)^2 = 12931.6 ueV^2
current, law = 163.103 fA
  part cubic in V = 126.128 fA
  part linear in V = 36.976 fA
current, level sum, constant denominators = 163.103 fA
forward current = 163.105 fA
backward current = 1.488e-03 fA
linear conductance G = 3.6976e-10 S
first relative correction, formula = 1.132 %
relative correction, level sum = 1.164 %
same, E1 and E2 times 4: formula = 0.0707 %, sum = 0.0708 %
sequential current = 3.526e-12 fA
resistances from level sums = 100.000, 150.000 kOhm
four-orbital model: add, remove, x, hop = 0.6, 0.4, 0.03, 0.001 meV
  exact splitting = 8.5798 neV
  amplitudes added = 8.5800 neV
  amplitudes subtracted = 2.2308 neV
V (uV) | law (fA) | level sum with full denominators (fA)
25 | 11.215 | 11.288
50 | 34.254 | 34.513
100 | 163.103 | 165.001
200 | 1082.973 | 1113.877
tests ok
```
